# Why the electron's g factor is lower in ground-state hydrogen, part 2

At 1 T the Zeeman frequency of the electron in 1s hydrogen lies 496.2 kHz below the free-electron value. The belief under test is $g_J=g_e$, with $g_J$ defined by
$$H_Z=A\,\mathbf I\cdot\mathbf J+g_J\mu_BB\,J_z-g_p\mu_NB\,I_z .$$
Here $\mathbf I$ is the proton spin, $\mathbf J=\mathbf L+\mathbf S$ that of the electron, $A$ the hyperfine constant, and $g_e=2(1+a)=2.0023193044$ with anomaly $a=1.15965218\times10^{-3}$.

Units are $\hbar=c=m=1$, $e^2=4\pi\alpha$, $e=-|e|$, $\mu_B=-e/2$. The proton has mass $M$ and charge $q=-e$; $\delta=m/M$, $\mu=1/(1+\delta)$. With $\mathbf r$ the electron position relative to the proton, $V=-\alpha/r$, $e\mathbf E=-\nabla V$, $\mathbf A=\tfrac12\mathbf B\times\mathbf r$, $\mathbf B=B\hat{\mathbf z}$, $\boldsymbol\pi=\mathbf p-e\mathbf A$. In blocks, $\boldsymbol\alpha$ has $\boldsymbol\sigma$ off the diagonal, $\beta=\mathrm{diag}(1,-1)$, $\boldsymbol\Sigma=\mathrm{diag}(\boldsymbol\sigma,\boldsymbol\sigma)$. The anomaly enters as a Pauli term:
$$H=\boldsymbol\alpha\cdot\boldsymbol\pi+\beta+V+\eta\,\big(i\beta\boldsymbol\alpha\cdot\mathbf E-\beta\boldsymbol\Sigma\cdot\mathbf B\big),\qquad \eta=\frac{ae}{2}.$$
Other radiative corrections, of order $(\alpha/\pi)\alpha^4$, possibly with a logarithm, are omitted.

A neutral atom at rest has conserved total momentum $\mathbf P=0$ and proton kinetic momentum $\boldsymbol\pi_2=-\mathbf p-e\mathbf A(\mathbf r)$. The proton, with velocity $\mathbf v=\boldsymbol\pi_2/M$, produces
$$\mathbf A_n=\frac{q}{8\pi r}\big[\mathbf v+\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf v)\big].$$

A two-component reduction, with nonrelativistic ground state $\phi\propto e^{-\mu\alpha r}$, gave
$$\frac{g_J}2=1+a-\mu^2\alpha^2\Big(\frac12+\frac a6\Big)+\frac{(1+2a)\mu\alpha^2}6-\frac{(1+a)\,\delta\mu\alpha^2}3 .$$
The binding terms are kinetic (including the $a(\boldsymbol\sigma\cdot\mathbf p)(\mathbf p\cdot\mathbf B)$ part), spin–orbit with $\mathbf A$, and the proton's field. Their $\alpha^2$ coefficients are $-\tfrac12+\tfrac16=-\tfrac13$, for $a$ $-\tfrac16+\tfrac13=\tfrac16$, and for $\delta$ $1-\tfrac16-\tfrac13=\tfrac12$. Division by $1+a$ gives
$$\frac{g_J}{g_e}=1+\alpha^2\Big[-\frac13+\frac a2+\frac\delta2-\delta^2-\frac56a\delta-\frac{a^2}2+\dots\Big].$$
The first three corrections are the main statement; Schwinger's $a=\alpha/2\pi$ turns the second into $\alpha^3/4\pi$. Putting the reduced mass into the leading term, $\mu^2\alpha^2/3$, would wrongly give recoil $\tfrac23\delta\alpha^2$.

## The same coefficients from the Dirac wave function

The reduction above involved an expansion and several signs. The coefficients $-\tfrac13$, $\tfrac16$ and $\tfrac12$ can be obtained without it, from the exact four-component 1s state. Let the coupling be a variable $\lambda$, $V=-\lambda/r$.

Consider spinors $(g(r)\xi,\ if(r)\,\sigma_r\xi)$, with $\xi$ the spin-up state and $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$, $\sigma_r^2=1$. These are the states with $j=m_j=\tfrac12$ and even parity. One has $\boldsymbol\sigma\cdot\mathbf p\,(g\xi)=i(-g')\sigma_r\xi$, and $\boldsymbol\sigma\cdot\mathbf p\,(if\sigma_r\xi)=[\nabla\cdot(f\hat{\mathbf r})+i\boldsymbol\sigma\cdot\nabla\times(f\hat{\mathbf r})]\xi=(f'+2f/r)\xi$. So $H_0=\boldsymbol\alpha\cdot\mathbf p+\beta+V$ maps the pair $(g,f)$ to $\big((1+V)g+f'+2f/r,\ -g'+(V-1)f\big)$. Put $g=\phi=r^{\gamma-1}e^{-\lambda r}$, $f=s\phi$ and energy $\gamma$. The lower equation reads $(1-\gamma)/r+\lambda=s(1+\gamma)+s\lambda/r$ and the upper $1-\gamma-\lambda/r+s(1+\gamma)/r-s\lambda=0$. Both hold if
$$s(1+\gamma)=\lambda,\qquad s\lambda=1-\gamma,\qquad\text{that is}\quad\gamma=\sqrt{1-\lambda^2}.$$
It follows that $s^2=(1-\gamma)/(1+\gamma)$, $1+s^2=2/(1+\gamma)$, $s/(1+s^2)=\lambda/2$ and $(1-s^2)/(1+s^2)=\gamma$. Radial averages with weight $\phi^2r^2=r^{2\gamma}e^{-2\lambda r}$ are ratios of gamma functions: $\langle r\rangle=(2\gamma+1)/2\lambda$, $\langle r^{-1}\rangle=\lambda/\gamma$, $\langle r^{-2}\rangle=2\lambda^2/[\gamma(2\gamma-1)]$. The norm of $\psi$ is $1+s^2$ in these units.

### Breit's formula

The coupling $-e\boldsymbol\alpha\cdot\mathbf A$ is $V_B=\boldsymbol\alpha\cdot(\hat{\mathbf z}\times\mathbf r)$ in units of $\mu_BB$. Between an upper and a lower part the angular factor is $\xi^\dagger\boldsymbol\sigma\cdot(\hat{\mathbf z}\times\hat{\mathbf r})\,i\sigma_r\xi=i\cdot i\,\xi^\dagger\boldsymbol\sigma\cdot[(\hat{\mathbf z}\times\hat{\mathbf r})\times\hat{\mathbf r}]\xi$. The bracket is $\hat{\mathbf r}\cos\theta-\hat{\mathbf z}$, with average $-\tfrac23\hat{\mathbf z}$, so the factor is $+\tfrac23$. Within this family $V_B$ acts as $2r/3$ exchanging $g$ and $f$, and
$$E_1=\frac g2=\frac{4}{3}\frac{s}{1+s^2}\langle r\rangle=\frac43\cdot\frac\lambda2\cdot\frac{2\gamma+1}{2\lambda}=\frac{1+2\gamma}3=1-\frac{\lambda^2}3-\frac{\lambda^4}{12}-\dots,$$
using $\gamma=1-\lambda^2/2-\lambda^4/8$. This is Breit's result. It confirms $-\tfrac13$ and supplies the next term.

### The perturbed state

The anomaly and the recoil each contain a field-free part $W$, which affects $g$ through the cross term $2\langle\delta\psi|W|\psi\rangle$, where $(H_0-\gamma)\delta\psi=(E_1-V_B)\psi$ and $\langle\psi|\delta\psi\rangle=0$. As one component of a vector operator of even parity, $V_B$ also produces a part with $j=\tfrac32$. Both operators $W$ are rotational scalars of even parity, so $W\psi$ stays in the $j=\tfrac12$ family and only that part of $\delta\psi$ counts. Writing it as $(u\phi,w\phi)$ and using $\phi'/\phi=(\gamma-1)/r-\lambda$,
$$\Big(1-\gamma-\frac\lambda r\Big)u+w'+\Big(\frac{\gamma+1}r-\lambda\Big)w=E_1-\frac{2sr}3,$$
$$-u'+\Big(\frac{1-\gamma}r+\lambda\Big)u-\Big(1+\gamma+\frac\lambda r\Big)w=sE_1-\frac{2r}3 .$$
Try $u=u_0+u_1r$, $w=w_0+w_1r$. The $r^{-1}$ terms of both equations give $w_0=su_0$, which also removes $u_0,w_0$ from the $r^0$ terms. The $r^1$ terms give $\lambda u_1-(1+\gamma)w_1=-\tfrac23$ from the second equation and $s$ times this from the first. The $r^0$ terms give $-\lambda u_1+(\gamma+2)w_1=E_1$ and $-\gamma u_1-\lambda w_1=sE_1$. Adding the first of these to the $r^1$ condition yields $w_1=E_1-\tfrac23=(2\gamma-1)/3$. Then $3\lambda u_1=(1+\gamma)(2\gamma-1)-2=(2\gamma+3)(\gamma-1)$, so $u_1=-s(2\gamma+3)/3$. The remaining condition holds: $-\gamma u_1-\lambda w_1=\tfrac s3[\gamma(2\gamma+3)-(1+\gamma)(2\gamma-1)]=\tfrac s3(2\gamma+1)$. Orthogonality requires $u_0(1+s^2)+(u_1+sw_1)\langle r\rangle=0$ with $u_1+sw_1=-4s/3$, which gives $u_0=(1+2\gamma)/3$. A normalizable solution is unique up to a multiple of $\psi$, so this is the solution.

### The anomaly

The magnetic part of the Pauli term is $a\beta\Sigma_z$ in units of $\mu_BB$. In the lower component $\sigma_r\sigma_z\sigma_r=2\cos\theta\,\sigma_r-\sigma_z$ averages to $-\tfrac13\sigma_z$, and $\beta=-1$ there, so
$$\langle\beta\Sigma_z\rangle=\frac{1+s^2/3}{1+s^2}=\frac{2+\gamma}3\to1-\frac{\lambda^2}6 .$$
The electric part is $W=-\tfrac{a\lambda}{2r^2}\,i\beta\boldsymbol\alpha\cdot\hat{\mathbf r}$. Its upper component on $\psi$ is $-\tfrac{a\lambda}{2r^2}i\sigma_r\,if\sigma_r\xi=+\tfrac{a\lambda}{2r^2}f\xi$, so it acts as $a\lambda/2r^2$ exchanging $g$ and $f$. Then
$$2\langle\delta\psi|W|\psi\rangle=\frac{a\lambda}{1+s^2}\Big[2su_0\langle r^{-2}\rangle+(w_1+su_1)\langle r^{-1}\rangle\Big].$$
For small $\lambda$ the first term in the bracket is $2\lambda^3$ and the second is $\lambda/3$, so the result tends to $a\lambda^2/3$. The total is $a(1+\lambda^2/6)$, as before, and the split into $-\tfrac16$ and $+\tfrac13$ is also the same. The factor $1/(2\gamma-1)$ in $\langle r^{-2}\rangle$ diverges at $\gamma=\tfrac12$. This is a failure of first-order perturbation theory in $a$. With $W$ kept in the radial equations, the lower one becomes $-g'+(a\lambda/2r^2)\,g\approx0$ at small $r$, so $g\propto e^{-a\lambda/2r}$ and the integral is cut off at $r\sim a\lambda/2$. The $\lambda^4$ part of the cross term is of the same order as the radiative terms left out.

### The recoil

To first order in $\delta$ the proton adds its kinetic energy and the coupling $-e\boldsymbol\alpha\cdot\mathbf A_n$, in which $-eq=4\pi\lambda$:
$$H_{\rm rec}=\delta\Big[\tfrac12\boldsymbol\pi_2^2+\frac\lambda{2r}\big(\boldsymbol\alpha\cdot\boldsymbol\pi_2+\boldsymbol\alpha\cdot\hat{\mathbf r}\;\hat{\mathbf r}\cdot\boldsymbol\pi_2\big)\Big],\qquad\boldsymbol\pi_2=-\mathbf p-e\mathbf A .$$
The order of factors is immaterial because $\mathbf A_n$ has no divergence. The operator neglects retardation and is trusted only at leading order in $\lambda$. There are three contributions per unit $\delta$.

The kinetic energy contains $e\mathbf A\cdot\mathbf p=-\mu_BB\,L_z$. The upper component has $L_z=0$. The lower one has $J_z=\tfrac12$ and $\langle S_z\rangle=-\tfrac16$, hence $\langle L_z\rangle=\tfrac23$, with weight $s^2/(1+s^2)=(1-\gamma)/2$. The contribution is $-(1-\gamma)/3\to-\lambda^2/6$.

The second term with $-e\mathbf A$ is $(\lambda/2r)V_B$, since $\hat{\mathbf r}\cdot\mathbf A=0$. Its average is $\tfrac\lambda2\cdot\tfrac43\cdot\tfrac\lambda2=\lambda^2/3$.

The field-free part is $W=\tfrac12p^2-\tfrac\lambda{2r}(\boldsymbol\alpha\cdot\mathbf p+\boldsymbol\alpha\cdot\hat{\mathbf r}\,\hat{\mathbf r}\cdot\mathbf p)$. With $h=\phi'/\phi$, $\nabla^2\phi/\phi=h'+h^2+2h/r=\gamma(\gamma-1)/r^2-2\lambda\gamma/r+\lambda^2$. The lower component has $l=1$, which adds $2/r^2$ to $p^2$. Since $\hat{\mathbf r}\cdot\mathbf p=-i\partial_r$, the operator in parentheses maps $(g,f)$ to $(2f'+2f/r,\,-2g')$. Thus $W\psi=(\mathcal U\phi,\mathcal L\phi)$ with
$$\mathcal U=\frac{\gamma(1-\gamma)}{2r^2}+\frac{\lambda\gamma}r-\frac{\lambda^2}2-(1-\gamma)\Big(\frac\gamma{r^2}-\frac\lambda r\Big)=-\frac{\gamma(1-\gamma)}{2r^2}+\frac\lambda r-\frac{\lambda^2}2,$$
$$\mathcal L=s\Big[\frac{\gamma(1-\gamma)}{2r^2}+\frac1{r^2}+\frac{\lambda\gamma}r-\frac{\lambda^2}2\Big]-s\Big[\frac{1-\gamma^2}{r^2}+\frac{\lambda(1+\gamma)}r\Big]=s\Big[\frac{\gamma(1+\gamma)}{2r^2}-\frac\lambda r-\frac{\lambda^2}2\Big],$$
where $s\lambda=1-\gamma$ was used in the first line and $\lambda=s(1+\gamma)$ in the second. In $\mathcal U+s\mathcal L$ the $r^{-2}$ terms cancel, leaving $\langle\mathcal U+s\mathcal L\rangle/(1+s^2)=\gamma\lambda\cdot\lambda/\gamma-\lambda^2/2=\lambda^2/2$. Further,
$$\langle r\,\mathcal U\rangle=\tfrac\lambda4[-2(1-\gamma)+4-(2\gamma+1)]=\tfrac\lambda4,\qquad\langle r\mathcal L\rangle=\tfrac{s\lambda}4[2(1+\gamma)-4-(2\gamma+1)]=-\tfrac{3s\lambda}4 ,$$
so $u_1\langle r\,\mathcal U\rangle+w_1\langle r\mathcal L\rangle=-\tfrac{s\lambda}{12}[(2\gamma+3)+3(2\gamma-1)]=-\tfrac23\gamma s\lambda$, which becomes $-\gamma\lambda^2/3$ after division by $1+s^2$. The cross term is $2[(1+2\gamma)\lambda^2/6-\gamma\lambda^2/3]=\lambda^2/3$.

The sum is $-\tfrac16+\tfrac13+\tfrac13=\tfrac12$. The pieces are grouped differently from $1-\tfrac16-\tfrac13$, and the total agrees. The program evaluates all six Dirac matrix elements at $\lambda=0.3$ by three-dimensional quadrature with Cartesian finite differences and tests them against the radial formulas: $0.9692928$ for $E_1$, $0.9846464$ and $0.0424703$ for the anomaly, and $-0.0153536$, $0.0300000$, $0.0300000$ for the recoil. The two values $0.0300000$ are exactly $\lambda^2/3$ even at this strong coupling, as the algebra shows; that is a property of the model operator and says nothing about the true $\delta\lambda^4$ term. The $\delta^2$ and $a\delta$ coefficients have no second derivation and rest on the two-component calculation alone.

## The numbers for hydrogen

The inputs are $\alpha^2=5.3251354\times10^{-5}$, $\delta=5.44617021\times10^{-4}$, $\mu=0.999455679$ and the $a$ given above. The three terms of the statement are

- $-\alpha^2/3=-5.3251354\times10^{-5}/3=-17.750451$ ppm,
- $\alpha^3/4\pi=5.3251354\times10^{-5}\times7.29735\times10^{-3}/4\pi=+0.030923$ ppm,
- $\delta\alpha^2/2=5.44617\times10^{-4}\times5.3251354\times10^{-5}/2=+0.014501$ ppm,

with sum $-17.705027$ ppm. Using the full anomaly, the middle term is $a\alpha^2/2=0.030877$ ppm, of which $0.010292$ ppm is the change of the anomalous moment and $0.020584$ ppm comes from the division. The reduced-mass shortcut would have given $0.019334$ ppm for the recoil in place of $0.014501$ ppm.

The unexpanded formula shows the physical terms. In $g_J/2$ the kinetic term is $-26.59670$ ppm, the $a(\boldsymbol\sigma\cdot\mathbf p)(\mathbf p\cdot\mathbf B)$ term $-0.01028$ ppm, the spin–orbit term with $\mathbf A$ $+8.89097$ ppm and the proton's field $-0.00967$ ppm. They add to $-17.72568$ ppm. Division by $1+a=1.00115965$ gives $-17.70515$ ppm, and the $-\alpha^4/12=-0.000236$ ppm of Breit's formula brings this to $-17.70539$ ppm; the program gives $-17.705390$ ppm. The expanded series reaches the same point: $-17.750451+0.030877+0.014501-0.000236=-17.705309$ ppm, to which the $\delta^2$ term adds $-0.000016$ ppm, the $a\delta$ term $-0.000028$ ppm and the $a^2$ term $-a\times0.030877=-0.000036$ ppm.

The Dirac calculation evaluated at $\lambda=\alpha$ gives $-17.705359$ ppm, higher by $0.000031$ ppm. It lacks the $\delta^2$ term ($-0.000016$ ppm) and the $-a\delta\alpha^2/3$ of $g_J/2$, which is two fifths of the $a\delta$ term ($-0.000011$ ppm). The remaining $0.000004$ ppm is of the size of $a\alpha^4\approx0.000003$ ppm, an order that the Dirac expressions contain and the other formula does not.

These digits serve to compare the two calculations; the model does not deserve them all. The omitted radiative terms have the scale $\alpha^5\ln(\alpha^{-2})/\pi=0.000065$ ppm times an uncomputed coefficient. If that coefficient is a few units, the fourth decimal is uncertain and the third by about one unit at most. The result is therefore
$$\frac{g_J}{g_e}=1-17.705\times10^{-6},\qquad g_J=2.00228385,\qquad g_e-g_J=3.545\times10^{-5}.$$
Breit's value alone, with $a=0$ and a fixed nucleus, is $1.9999645$, below 2. Multiplying $g_e-g_J$ by $\mu_B/h=13.9962449$ GHz/T gives $3.54518\times10^{-5}\times13.9962449$ GHz $=496.2$ kHz at 1 T, the number from the opening.

## What the levels show

$g_J$ is a coefficient in $H_Z$, not directly a level spacing. Put $x=g_J\mu_BB$ and $y=g_p\mu_NB$. With both spins parallel, $\mathbf I\cdot\mathbf J=\tfrac14$ and the energies are $A/4\pm(x-y)/2$. The two antiparallel states have diagonal elements $-A/4\pm(x+y)/2$ and are mixed by $\tfrac A2(I_+J_-+I_-J_+)$ with element $A/2$, which gives $-A/4\pm\tfrac12\sqrt{A^2+(x+y)^2}$. These are the Breit–Rabi energies.

In a weak field the parallel states are the $m_F=\pm1$ members of $F=1$, and their slope defines $g_F=\tfrac12(g_J-g_p\mu_N/\mu_B)$. With $g_p=5.5856947$ and $\mu_N/\mu_B=\delta$, $g_F=\tfrac12(2.0022839-0.0030421)=0.999621$. If "the $g$ factor of the atom" means this quantity, it is near 1 and the belief fails by a factor of two before relativity is considered. The shielding of the proton moment by the electron, of relative order $\alpha^2$ in the small second term, is neglected.

In a strong field the two upper levels have the electron spin up and the two lower ones down, and the mean of the two electron spin-flip frequencies is half the difference of their sums,
$$\bar\nu=\tfrac12\Big[(x-y)+\sqrt{A^2+(x+y)^2}\Big].$$
For $A$ the leading Fermi contact value is enough. A point dipole has $\mathbf B=-\boldsymbol\mu\nabla^2\tfrac1{4\pi r}+\nabla(\boldsymbol\mu\cdot\nabla)\tfrac1{4\pi r}$, which in an s state averages to $(1-\tfrac13)\boldsymbol\mu\,\delta^3(\mathbf r)$. With $\boldsymbol\mu=g_p\mu_N\mathbf I$, the electron energy $g_e\mu_B\mathbf S\cdot\mathbf B$, $\mu_B\mu_N=e^2\delta/4=\pi\alpha\delta$ and $|\phi(0)|^2=\mu^3\alpha^3/\pi$, one finds $A=\tfrac43g_p(1+a)\delta\mu^3\alpha^4mc^2$, or $1420.5$ MHz, itself subject to corrections of relative order $\alpha^2$ and to proton-structure corrections. At 1 T, $x=28.024455$ GHz and $y=5.5856947\times7.622593$ MHz $=0.0425775$ GHz, so $x-y=27.98188$ GHz, $x+y=28.06703$ GHz, the root is $28.10296$ GHz and $\bar\nu=28.04242$ GHz. With the free $g$ the line would lie at $28.04291$ GHz. The shift is $495.9$ kHz and not $496.2$ kHz because $\partial\bar\nu/\partial x=\tfrac12[1+28.06703/28.10296]=0.99936$. The position of the line depends on the approximate $A$, while the shift depends on it only through this factor.

The program and its output follow the text.

## Where the formula stops

The result is linear in $B$ and needs $\mu_BB$ small against the binding energy, of order $\alpha^2mc^2$. It holds for an atom at rest; a moving atom has $\mathbf P\ne0$, and corrections even in $\mathbf P$ appear. It holds for the 1s state; in states with $L\neq0$ the orbital terms that vanished here are of leading order. For a hydrogen-like ion with a fixed nucleus the derivation carries over with $\lambda=Z\alpha$ while $a$ is unchanged, so the first two corrections become $-(Z\alpha)^2/3$ and $\alpha(Z\alpha)^2/4\pi$, and Breit's formula is exact in $Z\alpha$ for a point nucleus. The recoil derivation does not carry over as written, because it used neutrality, and the Pauli term ceases to represent the binding part of the radiative correction well before $Z\alpha$ approaches 1, because the coefficients of the next order are large. Expanding the Dirac expressions above, the $\lambda^4$ part of the anomaly term is $(\tfrac43-\tfrac1{24})a\lambda^4=\tfrac{31}{24}a\lambda^4$, which is $\tfrac{31}4\lambda^2$ times the term $a\lambda^2/6$ and reaches about one sixth of it at $Z=20$, where $(Z\alpha)^2$ is only 0.021. The omitted radiative terms are of the same order and may carry a logarithm besides.

## Calculated quantities

```
alpha = 7.2973525643e-03; alpha^2 = 5.3251354e-05 (dimensionless)
m/M = 5.44617021e-04; mu/m = 0.999455679
g_e = 2.0023193044; a = 1.15965218e-03; alpha/2pi = 1.16140973e-03
g_p = 5.5856947; mu_B/h = 13.9962449 GHz/T; mu_N/h = 7.622593 MHz/T
lam=0.3 check breit: quadrature 0.9692928, radial formula 0.9692928 (mu_B B)
lam=0.3 check aB: quadrature 0.9846464, radial formula 0.9846464 (mu_B B)
lam=0.3 check aE: quadrature 0.0424703, radial formula 0.0424703 (mu_B B)
lam=0.3 check rL: quadrature -0.0153536, radial formula -0.0153536 (mu_B B)
lam=0.3 check rA: quadrature 0.0300000, radial formula 0.0300000 (mu_B B)
lam=0.3 check rX: quadrature 0.0300000, radial formula 0.0300000 (mu_B B)
term in g_J/2, p^2 sigma.B: -26.59670 ppm
term in g_J/2, a sigma.p p.B: -0.01028 ppm
term in g_J/2, spin-orbit with A: 8.89097 ppm
term in g_J/2, moving proton field: -0.00967 ppm
ratio coefficients of al^2*(1, a, d, d^2, a d): [-0.33333  0.5      0.5     -1.      -0.83333]
-alpha^2/3: -17.750451 ppm
alpha^3/4pi: 0.030923 ppm
a alpha^2/2: 0.030877 ppm
  binding part a alpha^2/6: 0.010292 ppm
  division part a alpha^2/3: 0.020584 ppm
recoil d alpha^2/2: 0.014501 ppm
wrong recoil 2 d alpha^2/3: 0.019334 ppm
Breit alpha^4 remainder: -0.000236 ppm
d^2 term: -0.000016 ppm
a d term: -0.000028 ppm
omitted scale alpha^5 ln(alpha^-2)/pi: 0.000065 ppm
ratio-1, three terms: -17.705027 ppm
ratio-1, Dirac road: -17.705359 ppm
ratio-1, best: -17.705390 ppm
Breit g (a=0, M infinite) = 1.999964499
g_J(H 1s) = 2.002283853; g_e - g_J = 3.54518e-05
weak-field g_F(F=1) = 0.999621
hyperfine A (Fermi formula) = 1420.49 MHz
B = 1 T: g_e mu_B B/h = 28.024951 GHz; g_J mu_B B/h = 28.024455 GHz
B = 1 T: (g_e - g_J) mu_B B/h = 496.2 kHz
B = 1 T mean spin-flip line: 28.042417 GHz; with free g: 28.042912 GHz
B = 1 T shift of mean line = 495.9 kHz
```
